# Hartree-Fock energy of a hydrogen atom with half-up, half-down spin: a numerical check

```python
"""
Result under test: the Hartree-Fock (HF) energy of a hydrogen atom with half an
up and half a down electron in the frozen exact 1s orbital lies 5/32 hartree
above the exact energy -1/2 hartree.
Symbols (atomic units: hartree, bohr):
  h      one-electron energy of the 1s orbital
  J      self-repulsion integral (1s 1s | 1s 1s)
  n_up, n_down   spin occupations;  M  length of the spin polarization vector
  zeta   exponent of a scaled orbital exp(-zeta r)
  R      distance between the nuclei in stretched H2;  g, u  its even/odd orbitals
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9


# ---- quadrature with the Slater orbital, straight from the definitions ----
def slater_integrals(zeta):
    """Kinetic energy, nuclear attraction and self-repulsion of exp(-zeta r)."""
    def radial(r):
        return 2 * zeta**1.5 * np.exp(-zeta * r)

    def slope(r):
        return -zeta * radial(r)

    def density(r):
        return (r * radial(r))**2

    def repulsion_integrand(r):
        enclosed = quad(density, 0, r, epsabs=1e-12)[0]
        return 2 * r * radial(r)**2 * enclosed

    r_max = 40 / zeta
    kinetic = quad(lambda r: 0.5 * (r * slope(r))**2, 0, r_max, epsabs=1e-11)[0]
    attraction = -quad(lambda r: r * radial(r)**2, 0, r_max, epsabs=1e-11)[0]
    repulsion = quad(repulsion_integrand, 0, r_max, epsabs=1e-10)[0]
    return kinetic, attraction, repulsion


kinetic, attraction, J_quad = slater_integrals(1.0)
h_quad = kinetic + attraction
assert abs(h_quad + 0.5) < 1e-8
assert abs(J_quad - 5 / 8) < 1e-8


def half_half_energy(zeta):
    t, v, j = slater_integrals(zeta)
    hartree = 0.5 * j
    exchange = -0.5 * (0.5**2 + 0.5**2) * j
    return t + v + hartree + exchange


scaled = minimize_scalar(half_half_energy, bounds=(0.6, 1.1), method="bounded",
                         options={"xatol": 1e-7})
assert abs(scaled.x - 27 / 32) < 1e-4
assert abs(scaled.fun + (27 / 32)**2 / 2) < 1e-7

# ---- HF functionals of given density matrices in a large Gaussian basis ----
exponents = 0.02 * 2.0**np.arange(18)
basis = {"H": [[0, [float(x), 1.0]] for x in exponents]}
atom = gto.M(atom="H 0 0 0", basis=basis, spin=1, unit="Bohr", verbose=0)
uhf = scf.uhf.UHF(atom)
ghf = scf.ghf.GHF(atom)
core = uhf.get_hcore()
overlap = uhf.get_ovlp()
levels, vectors = eigh(core, overlap)
E_H = levels[0]
orbital = vectors[:, 0]
P = np.outer(orbital, orbital)
assert abs(E_H + 0.5) < 1e-5


def uhf_energy(n_up, n_down, projector=P):
    return uhf.energy_tot(dm=np.array([n_up * projector, n_down * projector]))


E_half = uhf_energy(0.5, 0.5)
error_frozen = E_half - E_H
# finite Gaussian basis: the orbital differs slightly from the exact 1s
assert abs(error_frozen - 5 / 32) < 1e-5
assert abs(uhf_energy(1.0, 0.0) - E_H) < 1e-9
for n_up, n_down in [(0.7, 0.2), (0.9, 0.1), (0.6, 0.6)]:
    predicted = (n_up + n_down) * h_quad + J_quad * n_up * n_down
    assert abs(uhf_energy(n_up, n_down) - predicted) < 3e-5

spin_dms = np.array([0.5 * P, 0.5 * P])
vj, vk = uhf.get_jk(atom, spin_dms)
hartree_energy = 0.5 * np.sum(P * (vj[0] + vj[1]))
exchange_energy = -0.5 * np.sum(spin_dms * vk)
assert abs(hartree_energy - 5 / 16) < 1e-5
assert abs(exchange_energy + 5 / 32) < 1e-5


# spin vector of length M in the x-z plane, off-diagonal spin terms kept
def ghf_error(M, angle):
    mx, mz = M * np.sin(angle), M * np.cos(angle)
    spin_matrix = 0.5 * np.array([[1 + mz, mx], [mx, 1 - mz]])
    return ghf.energy_tot(dm=np.kron(spin_matrix, P)) - E_H


for M in (0.0, 0.5, 0.8, 1.0):
    for angle in (0.0, 0.7, np.pi / 2):
        assert abs(ghf_error(M, angle) - J_quad * (1 - M**2) / 4) < 1e-5

# ---- self-consistent half-up, half-down atom ----
relaxed = orbital.copy()
for iteration in range(200):
    D = np.outer(relaxed, relaxed)
    fock = core + uhf.get_veff(atom, np.array([0.5 * D, 0.5 * D]))[0]
    new = eigh(fock, overlap)[1][:, 0]
    new *= np.sign(new @ overlap @ relaxed)
    change = new - relaxed
    relaxed = new
    if np.sqrt(abs(change @ overlap @ change)) < 1e-10:
        break
else:
    raise AssertionError("fractional-spin atom did not converge")
E_relaxed = uhf_energy(0.5, 0.5, np.outer(relaxed, relaxed))
error_relaxed = E_relaxed - E_H
assert E_H < E_relaxed < scaled.fun < E_half

# ---- stretched H2 ----
R = 100.0
h2 = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], basis=basis,
           unit="Bohr", verbose=0)
rhf = scf.hf.RHF(h2)
core2, overlap2 = rhf.get_hcore(), rhf.get_ovlp()


def even_odd(atomic):
    return (np.concatenate([atomic, atomic]) / np.sqrt(2),
            np.concatenate([atomic, -atomic]) / np.sqrt(2))


g, u = even_odd(orbital)
E_rhf_frozen = rhf.energy_tot(dm=2 * np.outer(g, g))
limit_frozen = E_rhf_frozen + 1 / (2 * R)
assert abs(limit_frozen - 2 * E_half) < 1e-6
assert abs(limit_frozen - 2 * E_H - 5 / 16) < 2e-5

g_rel, _ = even_odd(relaxed)
dm_rel = 2 * np.outer(g_rel, g_rel)
fock2 = rhf.get_fock(dm=dm_rel)
residual = fock2 @ g_rel - overlap2 @ g_rel * (g_rel @ fock2 @ g_rel)
assert np.max(np.abs(residual)) < 1e-6
limit_relaxed = rhf.energy_tot(dm=dm_rel) + 1 / (2 * R)
assert abs(limit_relaxed - 2 * E_relaxed) < 1e-6

# two-configuration singlet: g^2 mixed with u^2
eri = h2.intor("int2e")


def repulsion(p, q, r, s):
    x = np.tensordot(eri, np.outer(r, s), axes=([2, 3], [0, 1]))
    return p @ x @ q


ci_matrix = np.array([
    [2 * g @ core2 @ g + repulsion(g, g, g, g), repulsion(g, u, g, u)],
    [repulsion(g, u, g, u), 2 * u @ core2 @ u + repulsion(u, u, u, u)]])
ci_levels, ci_vectors = np.linalg.eigh(ci_matrix)
E_ci = ci_levels[0] + h2.energy_nuc()
weights = ci_vectors[:, 0]**2
up_density = weights[0] * np.outer(g, g) + weights[1] * np.outer(u, u)
on_a = np.concatenate([orbital, np.zeros_like(orbital)])
on_b = np.concatenate([np.zeros_like(orbital), orbital])
up_on_a = on_a @ overlap2 @ up_density @ overlap2 @ on_a
coherence_ci = on_a @ overlap2 @ up_density @ overlap2 @ on_b
coherence_rhf = on_a @ overlap2 @ np.outer(g, g) @ overlap2 @ on_b
assert abs(E_ci - 2 * E_H) < 1e-6
assert abs(up_on_a - 0.5) < 1e-7
assert abs(coherence_ci) < 1e-6 and abs(coherence_rhf - 0.5) < 1e-7
assert ci_vectors[0, 0] * ci_vectors[1, 0] < 0

# ---- sizes of effects left out of the frozen-orbital result ----
relaxation = E_half - E_relaxed
mass_ratio = const.value("electron-proton mass ratio")
mass_effect = error_frozen * (1 - 1 / (1 + mass_ratio))
alpha = const.fine_structure
dirac_shift = (np.sqrt(1 - alpha**2) - 1) / alpha**2 + 0.5
field = 1.0
zeeman_eV = 2 * const.value("Bohr magneton in eV/T") * field
assert max(mass_effect, abs(dirac_shift), zeeman_eV / HARTREE_EV) < 1e-3 * error_frozen

print(f"Hartree energy unit: {HARTREE_EV:.5f} eV")
print("Quadrature with the exact 1s orbital")
print(f"  kinetic energy: {kinetic:.6f} hartree")
print(f"  nuclear attraction: {attraction:.6f} hartree")
print(f"  self-repulsion J: {J_quad:.6f} hartree")
print("Frozen-orbital atom, Gaussian basis")
print(f"  number of s functions: {len(exponents)}")
print(f"  smallest, largest exponent: {exponents[0]:.2f}, {exponents[-1]:.2f} bohr^-2")
print(f"  energy with one up electron: {E_H:.5f} hartree")
print(f"  Hartree energy, half/half: {hartree_energy:.5f} hartree")
print(f"  exchange energy, half/half: {exchange_energy:.5f} hartree")
print(f"  total HF energy, half/half: {E_half:.5f} hartree")
print(f"  fractional-spin error: {error_frozen:.5f} hartree")
print(f"  fractional-spin error: {error_frozen * HARTREE_EV:.3f} eV")
print("Error against spin polarization M (spin along x)")
for M in (0.0, 0.5, 0.8, 1.0):
    print(f"  M = {M:.1f}: {abs(ghf_error(M, np.pi / 2)):.5f} hartree")
print("Relaxed half/half atom")
print(f"  best scaled exponent zeta: {scaled.x:.5f} per bohr")
print(f"  energy, scaled 1s: {scaled.fun:.5f} hartree")
print(f"  error, scaled 1s: {scaled.fun + 0.5:.5f} hartree")
print(f"  energy, self-consistent: {E_relaxed:.5f} hartree")
print(f"  error, self-consistent: {error_relaxed:.5f} hartree")
print(f"  error, self-consistent: {error_relaxed * HARTREE_EV:.3f} eV")
print("Stretched H2")
print(f"  distance R: {R:.0f} bohr = {R * BOHR_NM:.3f} nm")
print(f"  restricted HF, frozen orbitals: {E_rhf_frozen:.5f} hartree")
print(f"  same with tail -1/(2R) removed: {limit_frozen:.5f} hartree")
print(f"  error of that limit: {limit_frozen - 2 * E_H:.5f} hartree")
print(f"  error of that limit: {(limit_frozen - 2 * E_H) * HARTREE_EV:.3f} eV")
print(f"  self-consistent limit: {limit_relaxed:.5f} hartree")
print(f"  self-consistent limit error: {(limit_relaxed - 2 * E_H) * HARTREE_EV:.3f} eV")
print(f"  two-configuration energy: {E_ci:.5f} hartree")
print(f"  weights of g^2 and u^2: {weights[0]:.4f}, {weights[1]:.4f}")
print(f"  up electrons on one atom: {up_on_a:.4f}")
print(f"  up coherence between atoms, restricted HF: {coherence_rhf:.4f}")
print(f"  up coherence between atoms, two-config.: {abs(coherence_ci):.4f}")
print("Effects left out of the frozen-orbital result")
print(f"  orbital relaxation: {relaxation * HARTREE_EV:.3f} eV")
print(f"  finite proton mass, change of error: {mass_effect * HARTREE_EV * 1e3:.2f} meV")
print(f"  relativistic 1s shift: {dirac_shift * HARTREE_EV * 1e3:.3f} meV")
print(f"  Zeeman splitting at {field:.0f} T: {zeeman_eV * 1e3:.3f} meV")
print("checks complete")
```

It prints:

```
Hartree energy unit: 27.21139 eV
Quadrature with the exact 1s orbital
  kinetic energy: 0.500000 hartree
  nuclear attraction: -1.000000 hartree
  self-repulsion J: 0.625000 hartree
Frozen-orbital atom, Gaussian basis
  number of s functions: 18
  smallest, largest exponent: 0.02, 2621.44 bohr^-2
  energy with one up electron: -0.50000 hartree
  Hartree energy, half/half: 0.31250 hartree
  exchange energy, half/half: -0.15625 hartree
  total HF energy, half/half: -0.34375 hartree
  fractional-spin error: 0.15625 hartree
  fractional-spin error: 4.252 eV
Error against spin polarization M (spin along x)
  M = 0.0: 0.15625 hartree
  M = 0.5: 0.11719 hartree
  M = 0.8: 0.05625 hartree
  M = 1.0: 0.00000 hartree
Relaxed half/half atom
  best scaled exponent zeta: 0.84375 per bohr
  energy, scaled 1s: -0.35596 hartree
  error, scaled 1s: 0.14404 hartree
  energy, self-consistent: -0.35771 hartree
  error, self-consistent: 0.14229 hartree
  error, self-consistent: 3.872 eV
Stretched H2
  distance R: 100 bohr = 5.292 nm
  restricted HF, frozen orbitals: -0.69250 hartree
  same with tail -1/(2R) removed: -0.68750 hartree
  error of that limit: 0.31250 hartree
  error of that limit: 8.504 eV
  self-consistent limit: -0.71542 hartree
  self-consistent limit error: 7.744 eV
  two-configuration energy: -1.00000 hartree
  weights of g^2 and u^2: 0.5000, 0.5000
  up electrons on one atom: 0.5000
  up coherence between atoms, restricted HF: 0.5000
  up coherence between atoms, two-config.: 0.0000
Effects left out of the frozen-orbital result
  orbital relaxation: 0.380 eV
  finite proton mass, change of error: 2.31 meV
  relativistic 1s shift: -0.181 meV
  Zeeman splitting at 1 T: 0.116 meV
checks complete
```
